# Choosing the number of random fields for a partially coherent image: a program that tests the result

```python
# Result under test: averaging N images of random fields U = sum sqrt(lam_n) a_n phi_n
# (a_n independent circular Gaussians, E|a_n|^2 = 1) gives the partially coherent
# image I(x) with rms error I(x)/sqrt(N), down to a floor set by omitted modes.
# lam_n, phi_n: eigenvalues (nm) and modes of the mask-plane mutual intensity J;
# psi_n: image amplitude of mode n; lengths in nm at wafer scale; clear field = 1.
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(2718)
WAVELENGTH, NA, SIGMA = 193.0, 0.85, 0.70
SLIT, PITCH, SLITS = 120.0, 240.0, 5
centres = PITCH * (np.arange(SLITS) - (SLITS - 1) / 2)
LENGTH = PITCH * (SLITS - 1) + SLIT
REPEATS = 400

# ---------- reference image: Abbe sum over source points, in frequency space ----------
gl_f, gw_f = np.polynomial.legendre.leggauss(80)
gl_s, gw_s = np.polynomial.legendre.leggauss(60)


def unit_filter(f):
    return np.ones_like(f)


def abbe_image(x, filters=(unit_filter,), sy=0.0):
    """Image relative to clear field; sy = source coordinate along the lines."""
    f_max = NA / WAVELENGTH * np.sqrt(1 - sy**2)
    f = f_max * gl_f
    nu = NA / WAVELENGTH * np.sqrt(SIGMA**2 - sy**2) * gl_s
    shift = f[None, :] - nu[:, None]
    spectrum = SLIT * np.sinc(SLIT * shift) * sum(
        np.exp(-2j * np.pi * shift * c) for c in centres)
    waves = np.exp(2j * np.pi * np.outer(f, x))
    total, clear = 0.0, 0.0
    for filt in filters:
        field = (spectrum * filt(f) * gw_f * f_max) @ waves
        total = total + (gw_s / 2) @ np.abs(field)**2
        clear = clear + (gw_s / 2) @ np.abs(filt(nu))**2
    return total / clear


x_img = np.linspace(-LENGTH / 2, LENGTH / 2, 91)
reference = abbe_image(x_img)

# ---------- mutual intensity and its modes on the mask window ----------
g, w = np.polynomial.legendre.leggauss(12)
segments = np.linspace(-LENGTH / 2, LENGTH / 2, 2 * SLITS)
x_mask = np.concatenate([(a + b) / 2 + (b - a) / 2 * g
                         for a, b in zip(segments[:-1], segments[1:])])
w_mask = np.tile(w * SLIT / 2, 2 * SLITS - 1)
mask = (np.abs(x_mask[:, None] - centres).min(axis=1) < SLIT / 2).astype(float)
J = np.sinc(2 * SIGMA * NA / WAVELENGTH * (x_mask[:, None] - x_mask[None, :]))


def lens(x):
    """Matrix taking a mask-plane illumination field to the image amplitude."""
    h = 2 * NA / WAVELENGTH * np.sinc(2 * NA / WAVELENGTH * (x[:, None] - x_mask))
    return h * mask * w_mask


H = lens(x_img)
image_from_J = np.einsum('xi,ij,xj->x', H, J, H)
err_J = np.max(np.abs(image_from_J - reference))
assert err_J < 1e-8

root_w = np.sqrt(w_mask)
lam, vec = np.linalg.eigh(root_w[:, None] * J * root_w[None, :])
lam, vec = np.clip(lam[::-1], 0, None), vec[:, ::-1]
phi = vec / root_w[:, None]
assert abs(lam.sum() / LENGTH - 1) < 1e-10
tail = LENGTH - np.cumsum(lam)
MODES = int(np.argmax(tail < 1e-8 * LENGTH)) + 1
shannon = 2 * SIGMA * NA * LENGTH / WAVELENGTH


def scaled_modes(x, count=MODES):
    """Rows sqrt(lam_n) psi_n(x)."""
    return (lens(x) @ (phi[:, :count] * np.sqrt(lam[:count]))).T


psi = scaled_modes(x_img)
err_modes = np.max(np.abs((psi**2).sum(axis=0) - reference))
assert err_modes < 1e-5


# ---------- random synthesis ----------
def amplitudes(n, count, kind="gauss"):
    if kind == "phase":
        return np.exp(2j * np.pi * rng.random((n, count)))
    if kind == "real":
        return rng.standard_normal((n, count)) + 0j
    return (rng.standard_normal((n, count))
            + 1j * rng.standard_normal((n, count))) / np.sqrt(2)


def averaged_image(modes, n, kind="gauss"):
    a = amplitudes(n, len(modes), kind)
    return ((a.real @ modes)**2 + (a.imag @ modes)**2).mean(axis=0)


def relative_error(modes, n, kind="gauss"):
    """Rms over repeats and image points, relative to the rms reference image."""
    sq = [np.mean((averaged_image(modes, n, kind) - reference)**2)
          for _ in range(REPEATS)]
    return np.sqrt(np.mean(sq) / np.mean(reference**2))


# the synthesized mask-plane field must reproduce J with mean square error 1/N
n_field, sq = 500, []
for _ in range(60):
    U = amplitudes(n_field, MODES) @ (phi[:, :MODES] * np.sqrt(lam[:MODES])).T
    sq.append(np.mean(np.abs(U.T @ U.conj() / n_field - J)**2))
err_field = np.sqrt(np.mean(sq))
assert abs(err_field * np.sqrt(n_field) - 1) < 0.1

sizes = np.array([16, 64, 256, 1024])
errors = np.array([relative_error(psi, n) for n in sizes])
slope = np.polyfit(np.log(sizes), np.log(errors), 1)[0]
assert np.all(np.abs(errors * np.sqrt(sizes) - 1) < 0.1)
assert abs(slope + 0.5) < 0.03

# other amplitude statistics: unit-modulus phases, and non-circular real Gaussians
N_KIND = 256
phase_factor = np.sqrt(1 - np.sum(psi**4) / np.sum(reference**2))
phase_measured = relative_error(psi, N_KIND, "phase") * np.sqrt(N_KIND)
real_measured = relative_error(psi, N_KIND, "real") * np.sqrt(N_KIND)
assert abs(phase_measured / phase_factor - 1) < 0.1
assert abs(real_measured / np.sqrt(2) - 1) < 0.1


# truncation floor
def floor(count):
    bias = reference - (psi[:count]**2).sum(axis=0)
    return np.sqrt(np.mean(bias**2) / np.mean(reference**2))


M_CUT, N_CUT = 6, 1024
cut_image = (psi[:M_CUT]**2).sum(axis=0)
cut_norm = np.mean(cut_image**2) / np.mean(reference**2)
cut_predicted = np.sqrt(cut_norm / N_CUT + floor(M_CUT)**2)
cut_measured = relative_error(psi[:M_CUT], N_CUT)
assert abs(cut_measured / cut_predicted - 1) < 0.1
lost = np.sum(reference - cut_image) * (x_img[1] - x_img[0])
assert 0 < lost < tail[M_CUT - 1]


# ---------- printed linewidth of the central line ----------
def edges(x, image, threshold):
    mid = len(x) // 2

    def outward(xs, values):
        assert values[0] > threshold and np.any(values < threshold)
        k = int(np.argmax(values < threshold))
        part = (values[k - 1] - threshold) / (values[k - 1] - values[k])
        return xs[k - 1] + part * (xs[k] - xs[k - 1])
    return outward(x[mid::-1], image[mid::-1]), outward(x[mid:], image[mid:])


half = SLIT / 2
below, threshold, above = abbe_image(np.array([half - 0.1, half, half + 0.1]))
gradient = (above - below) / 0.2
pair = scaled_modes(np.array([-half, half]))
mu = np.sum(pair[:, 0] * pair[:, 1]) / threshold
cd_one = threshold / abs(gradient) * np.sqrt(2 * (1 + mu**2))
centre_one = threshold / abs(gradient) * np.sqrt((1 - mu**2) / 2)

N_CD = 2048
x_line = np.linspace(-120, 120, 61)
psi_line = scaled_modes(x_line)
found = np.array([edges(x_line, averaged_image(psi_line, N_CD), threshold)
                  for _ in range(REPEATS)])
cd_measured = np.std(found[:, 1] - found[:, 0], ddof=1)
centre_measured = np.std(found.mean(axis=1), ddof=1)
assert abs(cd_measured / (cd_one / np.sqrt(N_CD)) - 1) < 0.15
assert abs(centre_measured / (centre_one / np.sqrt(N_CD)) - 1) < 0.15

# ---------- size of neglected effects (rough typical inputs) ----------
DEFOCUS, RESIST_INDEX, BLUR, REDUCTION = 100.0, 1.7, 10.0, 4.0
DOSE, PIXEL = 30.0, 10.0                       # mJ/cm2, nm
BANDWIDTH, PULSE, PULSES = 0.3, 100.0, 40      # pm, ns, pulses per wafer point
x_fine = np.linspace(-120, 120, 241)


def cd_change(image):
    left, right = edges(x_fine, image, threshold)
    return right - left - SLIT


def defocus_filter(f):
    return np.exp(2j * np.pi * DEFOCUS * np.sqrt(1 / WAVELENGTH**2 - f**2))


def tm_x(f):
    return np.sqrt(1 - (WAVELENGTH * f / RESIST_INDEX)**2)


def tm_z(f):
    return WAVELENGTH * f / RESIST_INDEX


def radiometric(f):
    s = WAVELENGTH * f
    return ((1 - (s / REDUCTION)**2) / (1 - s**2))**0.25


cd_defocus = cd_change(abbe_image(x_fine, (defocus_filter,)))
cd_tm = cd_change(abbe_image(x_fine, (tm_x, tm_z)))
cd_radio = cd_change(abbe_image(x_fine, (radiometric,)))
angle = np.pi * np.arange(1, 21) / 21
disc_weight = np.sin(angle)**2 / np.sum(np.sin(angle)**2)
cd_disc = cd_change(sum(q * abbe_image(x_fine, sy=SIGMA * np.cos(t))
                        for q, t in zip(disc_weight, angle)))
gh, hw = np.polynomial.hermite.hermgauss(12)
cd_blur = cd_change(sum(q * abbe_image(x_fine + np.sqrt(2) * BLUR * t)
                        for q, t in zip(hw / np.sqrt(np.pi), gh)))
photon_energy = const.h * const.c / (WAVELENGTH * 1e-9)
photons = DOSE * 10 * threshold * (PIXEL * 1e-9)**2 / photon_energy
delta_nu = const.c * BANDWIDTH * 1e-12 / (WAVELENGTH * 1e-9)**2
coherence_ns = np.sqrt(2 * np.log(2) / np.pi) / delta_nu * 1e9  # Gaussian line
patterns = PULSES * PULSE / coherence_ns

# ---------- output ----------
print(f"wavelength {WAVELENGTH:.0f} nm, NA {NA}, sigma {SIGMA}")
print(f"{SLITS} slits of {SLIT:.0f} nm, pitch {PITCH:.0f} nm, window {LENGTH:.0f} nm")
print(f"strong-mode count 2 sigma NA L/lambda: {shannon:.2f}")
print("lam_n/L, first 10:", " ".join(f"{v:.3g}" for v in lam[:10] / LENGTH))
print(f"modes kept: {MODES}, omitted trace fraction {tail[MODES-1]/LENGTH:.1e}")
print(f"max |I from J - I Abbe|: {err_J:.1e} (clear field = 1)")
print(f"max |I from modes - I Abbe|: {err_modes:.1e} (clear field = 1)")
i0, i120 = abbe_image(np.array([0.0, 120.0]))
print(f"I at 0, 60, 120 nm: {i0:.4f} {threshold:.4f} {i120:.4f} (clear field = 1)")
print(f"mask-field J rms error, N={n_field}: {err_field:.4f}, "
      f"predicted {1/np.sqrt(n_field):.4f}")
print(f"repeats of each averaging run: {REPEATS}")
for n, e in zip(sizes, errors):
    print(f"N={n}: relative image error {e:.4f}, predicted {1/np.sqrt(n):.4f}")
print(f"fitted log-log slope: {slope:.4f}")
print(f"error*sqrt(N), unit phases, N={N_KIND}: {phase_measured:.3f}, "
      f"predicted {phase_factor:.3f}")
print(f"error*sqrt(N), real Gaussian, N={N_KIND}: {real_measured:.3f}, "
      f"predicted {np.sqrt(2):.3f}")
for m in (4, 6, 8, 10):
    print(f"M={m}: truncation floor {floor(m):.2e}, "
          f"random images for equal error {1/floor(m)**2:.2e}")
print(f"M={M_CUT}, N={N_CUT}: error {cut_measured:.4f}, predicted {cut_predicted:.4f}")
print(f"M={M_CUT}: noise equals floor at N = {cut_norm/floor(M_CUT)**2:.0f}")
print(f"M={M_CUT}: lost image integral {lost:.2f} nm, bound {tail[M_CUT-1]:.2f} nm")
print(f"edge gradient dI/dx at 60 nm: {gradient:.5f} per nm")
print(f"image coherence mu between edges: {mu:.4f}")
print(f"CD scatter times sqrt(N): {cd_one:.2f} nm")
print(f"centre scatter times sqrt(N): {centre_one:.2f} nm")
print(f"N={N_CD}: CD scatter {cd_measured:.3f} nm, "
      f"predicted {cd_one/np.sqrt(N_CD):.3f} nm")
print(f"N={N_CD}: centre scatter {centre_measured:.3f} nm, "
      f"predicted {centre_one/np.sqrt(N_CD):.3f} nm")
print(f"images needed for 0.1 nm CD scatter: {(cd_one/0.1)**2:.2e}")
print(f"CD change, defocus {DEFOCUS:.0f} nm: {cd_defocus:+.2f} nm")
print(f"CD change, other polarization, resist index {RESIST_INDEX}: {cd_tm:+.2f} nm")
print(f"CD change, radiometric factor, {REDUCTION:.0f}x lens: {cd_radio:+.2f} nm")
print(f"CD change, disc source of same sigma: {cd_disc:+.2f} nm")
print(f"CD change, resist blur {BLUR:.0f} nm rms: {cd_blur:+.2f} nm")
print(f"dose {DOSE:.0f} mJ/cm2: photons at edge per {PIXEL:.0f} nm square "
      f"{photons:.0f}, noise {100/np.sqrt(photons):.2f} %")
print(f"laser: {BANDWIDTH} pm, {PULSE:.0f} ns, {PULSES} pulses; "
      f"coherence time {coherence_ns:.3f} ns")
print(f"independent speckle patterns {patterns:.0f}, "
      f"speckle noise {100/np.sqrt(patterns):.2f} %")
print(f"CD scatter from laser speckle, strip source: "
      f"{cd_one/np.sqrt(patterns):.2f} nm")
print("tests ok")
```

Printed output:

```
wavelength 193 nm, NA 0.85, sigma 0.7
5 slits of 120 nm, pitch 240 nm, window 1080 nm
strong-mode count 2 sigma NA L/lambda: 6.66
lam_n/L, first 10: 0.15 0.15 0.15 0.15 0.148 0.134 0.0851 0.0275 0.00441 0.000442
modes kept: 13, omitted trace fraction 4.2e-09
max |I from J - I Abbe|: 3.7e-15 (clear field = 1)
max |I from modes - I Abbe|: 9.6e-10 (clear field = 1)
I at 0, 60, 120 nm: 0.7098 0.3401 0.0279 (clear field = 1)
mask-field J rms error, N=500: 0.0439, predicted 0.0447
repeats of each averaging run: 400
N=16: relative image error 0.2490, predicted 0.2500
N=64: relative image error 0.1282, predicted 0.1250
N=256: relative image error 0.0645, predicted 0.0625
N=1024: relative image error 0.0312, predicted 0.0312
fitted log-log slope: -0.4988
error*sqrt(N), unit phases, N=256: 0.859, predicted 0.841
error*sqrt(N), real Gaussian, N=256: 1.427, predicted 1.414
M=4: truncation floor 6.09e-01, random images for equal error 2.69e+00
M=6: truncation floor 2.01e-01, random images for equal error 2.47e+01
M=8: truncation floor 2.93e-03, random images for equal error 1.17e+05
M=10: truncation floor 1.83e-05, random images for equal error 2.99e+09
M=6, N=1024: error 0.2039, predicted 0.2029
M=6: noise equals floor at N = 19
M=6: lost image integral 58.81 nm, bound 126.91 nm
edge gradient dI/dx at 60 nm: -0.00893 per nm
image coherence mu between edges: 0.8431
CD scatter times sqrt(N): 70.46 nm
centre scatter times sqrt(N): 14.48 nm
N=2048: CD scatter 1.660 nm, predicted 1.557 nm
N=2048: centre scatter 0.327 nm, predicted 0.320 nm
images needed for 0.1 nm CD scatter: 4.96e+05
CD change, defocus 100 nm: +0.13 nm
CD change, other polarization, resist index 1.7: +1.63 nm
CD change, radiometric factor, 4x lens: +1.57 nm
CD change, disc source of same sigma: -1.38 nm
CD change, resist blur 10 nm rms: +0.43 nm
dose 30 mJ/cm2: photons at edge per 10 nm square 9913, noise 1.00 %
laser: 0.3 pm, 100 ns, 40 pulses; coherence time 0.275 ns
independent speckle patterns 14539, speckle noise 0.83 %
CD scatter from laser speckle, strip source: 0.58 nm
tests ok
```
